\section*{Thermal Emission of a Small Nonmagnetic Sphere from Its Electric Polarizability}

\section{Statement}

The power radiated by a large opaque convex body can be written as an emissivity times the black-body flux times its surface area. For a sufficiently small sphere it is instead the volume times a factor set by the temperature and the material's response. The theorem gives this factor for the electric response, and its conditions state when the volume law holds and, for a conductor, when the electric response is enough.

Fields vary as $e^{-i\omega t}$, so a passive material has $\varepsilon''>0$ in $\varepsilon=\varepsilon'+i\varepsilon''$. The induced dipole is $\mathbf p=\varepsilon_0\alpha\mathbf E$, which makes $\alpha$ a volume. Write $k=\omega/c$, $x=kR$ and $n(\omega,T)=1/(e^{\hbar\omega/k_BT}-1)$.

\paragraph{Assumptions.} A sphere of radius $R$ and volume $V$ has uniform temperature $T$ and a uniform, isotropic, local, linear permittivity $\varepsilon(\omega)$. Its permeability is that of the surrounding vacuum. At the frequencies that carry the power:
\begin{itemize}
\item[(a)] $x\ll1$ and $|\sqrt\varepsilon|\,x\ll1$;
\item[(b)] $s=k^3|\alpha|/(6\pi)\ll1$;
\item[(c)] magnetic-dipole and electric-quadrupole absorption are small beside electric-dipole absorption.
\end{itemize}

\paragraph{Theorem.} To leading order the emitted power is
\begin{equation}
P=\frac{\hbar}{\pi^2c^3}\int_0^\infty\omega^4 n(\omega,T)\,\mathrm{Im}\,\alpha(\omega)\,d\omega,\qquad
\mathrm{Im}\,\alpha=\frac{9V\varepsilon''}{|\varepsilon+2|^2}.
\label{main}
\end{equation}
At fixed $T$ and $\varepsilon(\omega)$ it is proportional to $V$.

A radius far below the thermal wavelength does not by itself guarantee (b) or (c). The power $P$ is emission alone; absorption from warm surroundings must be subtracted to obtain the net loss.

\section{Lemmas and proof}

\paragraph{Lemma 1 (polarizability).} $\alpha=3V(\varepsilon-1)/(\varepsilon+2)$.

\emph{Proof.} By (a) the field near the sphere is quasistatic. In an applied field $E_0$ along the polar axis, take
\[
\phi_{\rm in}=-E_{\rm in}r\cos\theta,\qquad
\phi_{\rm out}=-E_0r\cos\theta+\frac{p\cos\theta}{4\pi\varepsilon_0r^2}.
\]
With $b=p/(4\pi\varepsilon_0R^3)$, continuity of the potential and of the normal displacement at $r=R$ gives
\[
E_{\rm in}=E_0-b,\qquad \varepsilon E_{\rm in}=E_0+2b .
\]
Substituting $b=E_0-E_{\rm in}$ in the second equation gives $E_{\rm in}=3E_0/(\varepsilon+2)$, hence $b=E_0(\varepsilon-1)/(\varepsilon+2)$. Then $\alpha=4\pi R^3b/E_0$ is the stated result. Since $(\varepsilon-1)/(\varepsilon+2)=1-3/(\varepsilon+2)$, its imaginary part is $3\varepsilon''/|\varepsilon+2|^2$, which gives $\mathrm{Im}\,\alpha$ in (\ref{main}). $\square$

\paragraph{Lemma 2 (thermal dipole noise).} Let the sphere have levels $E_m$ with thermal probabilities $\rho_m$, and let $\omega_{mn}=(E_m-E_n)/\hbar$. For one Cartesian dipole component and $\omega>0$, define
\begin{align*}
S_{\rm em}&=2\pi\sum_{mn}\rho_m|p_{nm}|^2\delta(\omega-\omega_{mn}),\\
S_{\rm abs}&=2\pi\sum_{mn}\rho_n|p_{mn}|^2\delta(\omega-\omega_{mn}).
\end{align*}
Then $S_{\rm em}=2\hbar n\varepsilon_0\,\mathrm{Im}\,\alpha$.

\emph{Proof.} A field $E_0\cos\omega t$ couples through $-pE_0\cos\omega t$. Each rotating part has amplitude $E_0/2$, so the golden rule gives the net absorbed power
\[
\hbar\omega\,\frac{E_0^2}{4\hbar^2}(S_{\rm abs}-S_{\rm em}).
\]
The macroscopic work rate is the time average of $E\,\dot p$, namely
\[
\tfrac12\mathrm{Re}(-i\omega\varepsilon_0\alpha)E_0^2=\tfrac12\omega\varepsilon_0E_0^2\,\mathrm{Im}\,\alpha .
\]
Equating the two gives $S_{\rm abs}-S_{\rm em}=2\hbar\varepsilon_0\,\mathrm{Im}\,\alpha$. On each line $\rho_n=\rho_me^{\hbar\omega/k_BT}$, so $S_{\rm abs}=e^{\hbar\omega/k_BT}S_{\rm em}$. Solving for $S_{\rm em}$ proves the lemma. No zero-point term appears, because $S_{\rm em}$ contains downward transitions alone. $\square$

\paragraph{Lemma 3 (origin of the volume).} Independent local sources throughout the sphere reproduce Lemma 2.

\emph{Proof.} At a given macroscopic field, a cell of volume $\Delta V$ responds with dipole $\Delta V\varepsilon_0(\varepsilon-1)E$. Lemma 2 applied to this cell gives source noise $2\hbar n\varepsilon_0\varepsilon''\Delta V$ per component. In a local medium the sources in different cells are uncorrelated.

Next consider how a source dipole $\mathbf p_s$ inside the sphere appears from outside. The field of a charge $q$ at $\mathbf r'$, integrated over the sphere, is minus the field at $\mathbf r'$ of a sphere filled with uniform charge density of numerical value $q$. That field is $q\mathbf r'/(3\varepsilon_0)$. Summing over all charges, including those on the surface, gives $\int\mathbf E\,dV=-\mathbf p/(3\varepsilon_0)$, with $\mathbf p$ the total dipole. Therefore
\[
\mathbf p=\mathbf p_s+\varepsilon_0(\varepsilon-1)\int\mathbf E\,dV
=\mathbf p_s-\frac{\varepsilon-1}{3}\mathbf p
\quad\Longrightarrow\quad
\mathbf p=\frac{3}{\varepsilon+2}\,\mathbf p_s .
\]
The factor does not depend on the source position. Adding the noise of all cells gives
\[
\frac{9}{|\varepsilon+2|^2}\,2\hbar n\varepsilon_0\varepsilon''V=2\hbar n\varepsilon_0\,\mathrm{Im}\,\alpha.\qquad\square
\]

The volume thus counts independent sources, while $9/|\varepsilon+2|^2$ describes how the sphere screens or enhances each of them. A radial numerical solution with sources at $0.3R$ and $0.8R$, for $\varepsilon=4+3i$ and $-5+2i$, reproduced the factor $3/(\varepsilon+2)$ with relative error below $10^{-6}$.

\paragraph{Lemma 4 (radiation rate).} A transition with dipole matrix element $\mathbf d$ and frequency $\omega$ emits into empty vacuum at the rate $\Gamma=\omega^3|\mathbf d|^2/(3\pi\varepsilon_0\hbar c^3)$.

\emph{Proof.} In a periodic box of volume $L^3$, the field amplitude for creating one photon in a mode is $\sqrt{\hbar\omega/(2\varepsilon_0L^3)}$. For direction $\hat{\mathbf k}$, the two polarizations together contribute $|\mathbf d|^2-|\hat{\mathbf k}\cdot\mathbf d|^2$, whose integral over directions is $(4\pi-4\pi/3)|\mathbf d|^2=8\pi|\mathbf d|^2/3$. The mode density per unit frequency and solid angle, for each polarization, is $L^3\omega^2/(8\pi^3c^3)$. The golden rule gives
\[
\Gamma=\frac{2\pi}{\hbar^2}\,\frac{\hbar\omega}{2\varepsilon_0L^3}\,
\frac{L^3\omega^2}{8\pi^3c^3}\,\frac{8\pi}{3}|\mathbf d|^2
=\frac{\omega^3|\mathbf d|^2}{3\pi\varepsilon_0\hbar c^3}.\qquad\square
\]

\paragraph{Proof of the theorem.} Each emission removes energy $\hbar\omega$. By the definition of $S_{\rm em}$, summing $\rho_m|\mathbf d_{nm}|^2$ over transitions in $d\omega$ and over three equivalent components gives $3S_{\rm em}\,d\omega/(2\pi)$. Hence
\[
P=\int_0^\infty\frac{\omega^4}{3\pi\varepsilon_0c^3}\,\frac{3S_{\rm em}}{2\pi}\,d\omega
=\int_0^\infty\frac{\omega^4}{2\pi^2\varepsilon_0c^3}\,2\hbar n\varepsilon_0\,\mathrm{Im}\,\alpha\,d\omega ,
\]
which is (\ref{main}). $\square$

\paragraph{Remark (Kirchhoff's law).} A plane wave of intensity $\varepsilon_0cE_0^2/2$ loses power $\omega\varepsilon_0E_0^2\,\mathrm{Im}\,\alpha/2$ to the sphere, so the absorption cross-section is $k\,\mathrm{Im}\,\alpha$. Multiplying it by the Planck intensity $\hbar\omega^3n/(4\pi^3c^2)$ and by $4\pi$ gives the integrand of (\ref{main}) again.

\section{Corrections that limit the theorem}

\paragraph{Magnetic dipole and electric quadrupole.} Expand a plane wave across the sphere:
\[
E_0\hat{\mathbf x}e^{ikz}\simeq E_0\hat{\mathbf x}
+\frac{ikE_0}{2}(z\hat{\mathbf x}-x_1\hat{\mathbf z})
+\frac{ikE_0}{2}(z\hat{\mathbf x}+x_1\hat{\mathbf z}),
\]
where $x_1$ is the coordinate along $\hat{\mathbf x}$. The second term is the circulating field that accompanies the magnetic field. It is tangential to the surface, induces no surface charge and enters unscreened. Its absorbed power is
\[
\frac{\omega\varepsilon_0\varepsilon''}{2}\,\frac{k^2E_0^2}{4}\int(x_1^2+z^2)\,dV
=\frac{\omega\varepsilon_0E_0^2}{2}\,\frac{2\pi}{15}k^2R^5\varepsilon'',
\]
because the integral is $8\pi R^5/15$.

The third term is a quadrupole field, with potential proportional to $x_1z$. Let the inner potential be $a$ times the applied one, and let the outer response be $b'(R/r)^5$ times it. The boundary conditions are $a=1+b'$ and $2\varepsilon a=2-3b'$, so $a=5/(2\varepsilon+3)$. The absorbed power is the magnetic expression multiplied by $|a|^2$.

Dividing both results by the dipole value, for which $\mathrm{Im}\,\alpha=12\pi R^3\varepsilon''/|\varepsilon+2|^2$, gives
\begin{equation}
\frac{P_{\rm mag}}{P_{\rm el}}=\frac{x^2|\varepsilon+2|^2}{90},\qquad
\frac{P_{\rm quad}}{P_{\rm el}}=\frac{5x^2}{18}\left|\frac{\varepsilon+2}{2\varepsilon+3}\right|^2
\label{ratios}
\end{equation}
at each frequency. The dipole term has its own corrections, not included here. At fixed $\varepsilon$ away from $-2$ they are of relative order $x^2$; near $\varepsilon=-2$ they can be much larger, because the finite size shifts the resonance. Conditions (a)--(c) do not prevent this: at $x=0.03$ and $\varepsilon=-2+0.002i$, where $s=0.027$, the Mie dipole absorption is only $0.45$ of $k\,\mathrm{Im}\,\alpha$. For a narrow line the shift moves the peak but hardly changes its area, so it affects the spectrum far more than the integral (\ref{main}).

Mie theory solves Maxwell's equations for the sphere as a series of multipoles. At $x=0.02$ and $\varepsilon=3+0.5i$ it gives ratios $1.1221\times10^{-4}$ and $3.421\times10^{-5}$; (\ref{ratios}) gives $1.1222\times10^{-4}$ and $3.421\times10^{-5}$.

\paragraph{Radiation damping.} An oscillating dipole of amplitude $p$ radiates the mean power $\omega^4|p|^2/(12\pi\varepsilon_0c^3)$. A reaction field $ik^3p/(6\pi\varepsilon_0)$ does the opposite work on it. Adding this field to the applied one gives
\[
p=\varepsilon_0\alpha\left(E_0+\frac{ik^3p}{6\pi\varepsilon_0}\right)
\quad\Longrightarrow\quad
p=\frac{\varepsilon_0\alpha E_0}{1-ik^3\alpha/(6\pi)} .
\]
The total field driving the sphere is reduced by the same denominator. At resonance $\alpha=i|\alpha|$, the denominator is $1+s$, and
\[
\sigma_{\rm abs}=\frac{k\,\mathrm{Im}\,\alpha}{(1+s)^2}
=\frac{6\pi}{k^2}\,\frac{s}{(1+s)^2}.
\]
The last fraction cannot exceed $1/4$, whereas the undamped formula grows without limit. For $x=0.1$ and $\varepsilon''=0.004$, where $s=0.5$, the largest Mie value found on varying $\varepsilon'$ near $-2$ is $0.2233$, against $0.2222$ from this fraction.

For a narrow line with full width $\gamma$ and detuning $\delta$ from resonance, $\alpha\propto(\gamma/2)/(\delta-i\gamma/2)$. The damped absorption is then proportional to $1/[\delta^2+\gamma^2(1+s)^2/4]$. Its area, and with it the emitted power, falls by the factor $1/(1+s)$.

\section{First case: a polar sphere}

Take one lattice resonance, with $u=\omega^2+i\gamma\omega$:
\[
\varepsilon=\varepsilon_\infty\frac{\omega_L^2-u}{\omega_T^2-u}.
\]
Then
\[
\frac{\varepsilon-1}{\varepsilon+2}
=\frac{\varepsilon_\infty\omega_L^2-\omega_T^2-(\varepsilon_\infty-1)u}
{(\varepsilon_\infty+2)(\omega_F^2-u)}
=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}+\frac{C}{\omega_F^2-u},
\]
where $\omega_F^2=(\varepsilon_\infty\omega_L^2+2\omega_T^2)/(\varepsilon_\infty+2)$. Matching the numerators at $u=\omega_F^2$ gives
\[
C=\frac{\varepsilon_\infty\omega_L^2-\omega_T^2-(\varepsilon_\infty-1)\omega_F^2}{\varepsilon_\infty+2}
=\frac{3\varepsilon_\infty(\omega_L^2-\omega_T^2)}{(\varepsilon_\infty+2)^2}.
\]
Thus
\[
\mathrm{Im}\,\alpha=\frac{3VC\gamma\omega}{(\omega_F^2-\omega^2)^2+\gamma^2\omega^2}.
\]
Near a narrow line, $\omega_F^2-\omega^2\simeq2\omega_F(\omega_F-\omega)$, and the area under $\mathrm{Im}\,\alpha$ is $3VC\pi/(2\omega_F)$. Evaluating $\omega^4n$ at $\omega_F$ gives
\begin{equation}
P\simeq\frac{3VC\hbar\omega_F^3n(\omega_F,T)}{2\pi c^3}.
\label{line}
\end{equation}
The damping rate has dropped out: a smaller $\gamma$ makes the line taller and narrower at fixed area.

Choose $\varepsilon_\infty=3$, $\omega_T=1.5\times10^{14}$ rad/s, $\omega_L=2.0\times10^{14}$ rad/s, $\gamma=2\times10^{12}$ s$^{-1}$, $R=50$ nm and $T=300$ K. Then
\begin{align*}
\omega_F^2&=\frac{3(4.00)+2(2.25)}{5}\times10^{28}=3.30\times10^{28}\ (\mathrm{rad/s})^2,\\
C&=\frac{9(4.00-2.25)}{25}\times10^{28}=6.3\times10^{27}\ (\mathrm{rad/s})^2,\\
\frac{\mathrm{Im}\,\alpha(\omega_F)}{V}&=\frac{3C}{\gamma\omega_F}
=\frac{3(6.3\times10^{27})}{(2\times10^{12})(1.817\times10^{14})}=52.0 .
\end{align*}
With $V=5.236\times10^{-22}$ m$^3$ and $n(\omega_F)=0.0099$, (\ref{line}) gives $3.66\times10^{-13}$ W. The full integral (\ref{main}) gives $3.62\times10^{-13}$ W, or $6.9\times10^8$ W/m$^3$. The narrow-line value is $0.9\%$ above the integral; with $\gamma$ ten times smaller the excess is $0.09\%$.

A black surface of the same area would emit $1.44\times10^{-11}$ W, so the sphere emits $2.5\%$ of that. This fraction is proportional to $R$ while the volume law holds, so no size-independent emissivity can represent it.

Mie theory with Kirchhoff's law, at the same $T$ and $\varepsilon(\omega)$, tests the size dependence:
\begin{center}
\begin{tabular}{ccc}
$R$ (nm) & Mie power (W) & Mie power / (\ref{main})\\
25 & $4.531\times10^{-14}$ & 1.0001\\
50 & $3.626\times10^{-13}$ & 1.0004\\
200 & $2.297\times10^{-11}$ & 0.990\\
1000 & $1.184\times10^{-9}$ & 0.408
\end{tabular}
\end{center}
Doubling the radius from 25 to 50 nm multiplies the power by $8.002$, close to the volume ratio 8. At 50 nm, $s=3.2\times10^{-4}$ on resonance. Since $s\propto R^3$, it is $0.021$ at 200 nm and $2.6$ at 1000 nm. Damping alone would give factors $0.98$ and $0.28$. These are stronger reductions than the Mie ratios $0.990$ and $0.408$, so other finite-size effects offset part of the damping; these totals do not separate them.

\section{Second case: an ohmic conductor}

For a large conductivity $\sigma$ that does not depend on frequency over the thermal spectrum, $\varepsilon\simeq i\sigma/(\varepsilon_0\omega)$ and $\mathrm{Im}\,\alpha\simeq9V/\varepsilon''=9V\varepsilon_0\omega/\sigma$. A better conductor screens its interior more strongly and emits less through the electric dipole. With $t=\hbar\omega/(k_BT)$,
\[
\int_0^\infty\frac{t^5\,dt}{e^t-1}=\sum_{j=1}^\infty\frac{5!}{j^6}
=120\,\frac{\pi^6}{945}=\frac{8\pi^6}{63},
\]
and (\ref{main}) becomes
\[
P_{\rm el}=\frac{9V\varepsilon_0\hbar}{\pi^2c^3\sigma}
\left(\frac{k_BT}{\hbar}\right)^6\frac{8\pi^6}{63}.
\]
In (\ref{ratios}) the frequency cancels:
\[
\frac{P_{\rm mag}}{P_{\rm el}}=\frac{1}{90}\left(\frac{R\sigma}{\varepsilon_0c}\right)^2
=\left(\frac{R}{R_*}\right)^2,\qquad R_*=\frac{\sqrt{90}\,\varepsilon_0c}{\sigma}.
\]
The magnetic part therefore grows as $R^5$ while (a) holds, that is, while $R$ is well below the skin depth. For $\sigma=10^7$ S/m at 30 K that depth is about 90 nm at $\omega=5k_BT/\hbar$, and the Mie ratio is $0.99$, $0.89$ and $0.38$ of $(R/R_*)^2$ at $R=50$, 100 and 200 nm. It comes from eddy currents, although the material is nonmagnetic.

For $\sigma=10^7$ S/m, $R_*=2.52$ nm. At $R=10$ nm the ratio is $(10/2.518)^2=15.8$. At $T=30$ K, Mie theory gives $P_{\rm el}=5.93\times10^{-24}$ W and $P_{\rm mag}=9.35\times10^{-23}$ W, with the same ratio. The thermal length $\hbar c/(k_BT)$ is 76 $\mu$m, thousands of times the radius, yet the electric polarizability accounts for only about $6\%$ of the emission.

\section{Relation to real particles}

Polar crystals do have infrared lattice resonances, and a damping rate near one percent of the resonance frequency is a reasonable order for a clean crystal; glasses have broader bands. Real particles may have several resonances and are seldom perfect spheres. In (\ref{line}), lowering $\omega_F$ by $10\%$ at fixed $C$ and $V$ raises the 300 K power by about one sixth. A real change of shape can also split the line and alter its strength, so this figure shows only the sensitivity to frequency. The conductivity $10^7$ S/m is of the order found in good bulk metals at room temperature. In a 10 nm particle, surface scattering can lower it, and at 30 K a clean metal's electron mean free path can exceed the radius, so a local $\sigma$ is then a crude description. Within the ohmic model, halving $\sigma$ reduces the magnetic-to-electric ratio from 15.8 to 3.9. Within the local ohmic model, the magnetic term may be dropped when $R\ll R_*$. The model itself needs an electron mean free path well below $R$, and a relaxation time $\tau=m\sigma/(n_ee^2)$, with $m$ the electron mass and $n_e$ the electron density, such that $\omega\tau\ll1$ over the thermal spectrum. For $\sigma=10^7$ S/m and electron densities from $2.5\times10^{28}$ to $18\times10^{28}$ m$^{-3}$, roughly the span from sodium through copper to aluminium, the free-electron estimate of that path is roughly 4 to 15 nm, longer than $R_*=2.5$ nm, so the rule does not cover such a good metal. For the same $\sigma$ and densities, a Drude permittivity changes $P_{\rm el}$ at $R=10$ nm by at most $0.5\%$ but lowers the ratio 15.8 to between 14.1 and 15.7 at 30 K and to between 1.9 and 12.7 at 300 K, so the ohmic ratio does not describe a good metal at room temperature. The rule can serve for much poorer conductors of similar electron density: at $\sigma=10^6$ S/m the path is 0.4 to 1.5 nm and $R_*=25$ nm. The remaining computed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
noise relation, largest relative error: 2.4e-15
source-dipole factor, largest relative error: 7.3e-07
box-mode sum, relative error: 1.4e-03
multipole test: x = 0.02, eps = 3.0+0.5j
magnetic/electric absorption, Mie: 1.1221e-04
magnetic/electric absorption, law: 1.1222e-04
quadrupole/dipole absorption, Mie: 3.4208e-05
quadrupole/dipole absorption, law: 3.4214e-05
damping test: x = 0.10, Im eps = 0.004, s = 0.500
damped resonance peak, Mie: 0.2233, law: 0.2222
polar sphere temperature: 300 K
polar sphere radius: 50 nm
polar sphere volume: 5.2360e-22 m^3
high-frequency permittivity: 3.0
transverse frequency: 1.50e+14 rad/s
longitudinal frequency: 2.00e+14 rad/s
damping rate: 2.00e+12 1/s
thermal length hbar c/(kB T): 7.633 um
sphere resonance frequency: 1.8166e+14 rad/s
vacuum wavelength at resonance: 10.369 um
size parameter at resonance: 0.0303
Bose occupation at resonance: 0.00990
line strength C: 6.3000e+27 (rad/s)^2
Im alpha / V at resonance: 52.02
damping parameter s at resonance: 3.22e-04
emitted power, dipole integral: 3.6245e-13 W
emitted power, narrow-line formula: 3.6581e-13 W
narrow-line/integral power: 1.00927
same ratio with damping rate divided by ten: 1.00093
emitted power per volume: 6.9223e+08 W/m^3
photon rate, power/(hbar w_F): 1.892e+07 1/s
black surface of equal area: 1.4429e-11 W
sphere/black-surface power: 0.02512
R = 25 nm: Mie power 4.5312e-14 W, Mie/dipole 1.00013
R = 50 nm: Mie power 3.6258e-13 W, Mie/dipole 1.00036
R = 200 nm: Mie power 2.2973e-11 W, Mie/dipole 0.99035
R = 1000 nm: Mie power 1.1840e-09 W, Mie/dipole 0.40832
Mie power ratio, 50 nm to 25 nm: 8.0018
ohmic sphere: T = 30 K, R = 10 nm
ohmic conductivity: 1.0e+07 S/m
ohmic thermal length: 76.33 um
ohmic electric power, Mie: 5.9322e-24 W
ohmic electric power, law: 5.9322e-24 W
ohmic magnetic power, Mie: 9.3546e-23 W
ohmic magnetic/electric power, Mie: 15.769
ohmic magnetic/electric power, law: 15.770
radius of equal electric and magnetic power: 2.518 nm
\end{verbatim}
